# Why rank-six crystal fields reach cerium(III) J=5/2 only through J=7/2: a program that tests the result

```python
"""
Result under test: for one 4f electron (Ce3+), rank-6 crystal-field operators
vanish inside J=5/2, but connect J=5/2 with J=7/2 and so change the J=5/2
energies in second order, acting there as operators of rank 0, 2 and 4.

Symbols: C[k, q]  Racah-normalised spherical harmonic in the 14 f spin-orbitals
         P, Q     projectors on J=5/2 and J=7/2
         zeta     spin-orbit constant; gap = 7*zeta/2 separates the two J levels
         B4, B6   octahedral crystal-field parameters (Wybourne convention)
         v7, v8   couplings between the J levels for symmetries Gamma7, Gamma8
Energies are in cm^-1.
"""
import numpy as np
from math import factorial, sqrt, pi
from scipy.special import lpmv
from scipy import constants as const
from sympy import Rational
from sympy.physics.wigner import wigner_3j


def harmonic(k, q, x, phi):
    """Racah-normalised harmonic at cos(theta)=x."""
    a = abs(q)
    norm = sqrt(factorial(k - a) / factorial(k + a))
    value = norm * lpmv(a, k, x) * np.exp(1j * a * phi)
    return value if q >= 0 else (-1) ** a * np.conj(value)


# Orbital matrices by quadrature over the sphere
nodes, weights = np.polynomial.legendre.leggauss(12)
angles = 2 * pi * np.arange(16) / 16
X, PHI = np.meshgrid(nodes, angles, indexing="ij")
W = np.repeat(weights[:, None], 16, axis=1) * 2 * pi / 16
forb = np.array([sqrt(7 / (4 * pi)) * harmonic(3, m, X, PHI)
                 for m in range(-3, 4)])
assert np.allclose(np.einsum("aij,ij,bij->ab", forb.conj(), W, forb), np.eye(7))
C_orb, C = {}, {}
for k in (2, 4, 6):
    for q in range(-k, k + 1):
        C_orb[k, q] = np.einsum("aij,ij,bij->ab", forb.conj(),
                                W * harmonic(k, q, X, PHI), forb)
        C[k, q] = np.kron(C_orb[k, q], np.eye(2))

# Spin-orbit operator and projectors
m_values = np.arange(-3, 4)
Lz = np.diag(m_values).astype(float)
Lp = np.diag(np.sqrt(12 - m_values[:-1] * (m_values[:-1] + 1.0)), -1)
Sz = np.diag([-0.5, 0.5])
Sp = np.array([[0.0, 0.0], [1.0, 0.0]])
LS = np.kron(Lz, Sz) + 0.5 * (np.kron(Lp, Sp.T) + np.kron(Lp.T, Sp))
one = np.eye(14)
P = (1.5 * one - LS) / 3.5
Q = one - P
assert np.allclose(P @ P, P) and abs(np.trace(P) - 6) < 1e-10

# Reduced elements: explicit sums against the 3j expression
projector = {5: P, 7: Q}
reduced_sq = {}
half = Rational(1, 2)
for k in (2, 4, 6):
    for a, b in ((5, 5), (5, 7), (7, 7)):
        total = sum(np.linalg.norm(projector[a] @ C[k, q] @ projector[b]) ** 2
                    for q in range(-k, k + 1))
        three_j = wigner_3j(Rational(a, 2), k, Rational(b, 2), half, 0, -half)
        assert abs(total - (a + 1) * (b + 1) * float(three_j ** 2)) < 1e-10
        reduced_sq[k, a, b] = total
assert reduced_sq[6, 5, 5] < 1e-20 and reduced_sq[6, 5, 7] > 0.1
assert reduced_sq[2, 5, 5] > 0.1 and reduced_sq[4, 5, 5] > 0.1

# Orbital cancellation inside each J=5/2 state
c60 = np.real(np.diag(C_orb[6, 0]))
assert np.allclose(c60[3:] * 429, [100, -75, 30, -5])
cancellation = []
for m in (3, 2, 1):
    w_down = P[2 * (m + 3), 2 * (m + 3)]
    w_up = P[2 * (m + 2) + 1, 2 * (m + 2) + 1]
    parts = (w_down * c60[m + 3], w_up * c60[m + 2])
    assert abs(w_down + w_up - 1) < 1e-12 and abs(sum(parts)) < 1e-12
    cancellation.append((m - 0.5, w_down, w_up, *parts))

# General low-symmetry fields: rank content and barycentre of the second order
rng = np.random.default_rng(3)


def random_field(k):
    raw = {q: rng.normal() + 1j * rng.normal() for q in range(-k, k + 1)}
    coef = {q: raw[q] + (-1) ** q * np.conj(raw[-q]) for q in raw}
    field = sum(coef[q] * C[k, q] for q in coef)
    assert np.allclose(field, field.conj().T)
    return field, sum(abs(c) ** 2 for c in coef.values())


F4, size4 = random_field(4)
F6, size6 = random_field(6)
second = P @ F6 @ Q @ F6 @ P
allowed = [P] + [P @ C[k, q] @ P for k in (2, 4) for q in range(-k, k + 1)]
columns = np.array([op.ravel() for op in allowed]).T
fit = np.linalg.lstsq(columns, second.ravel(), rcond=None)[0]
assert np.linalg.norm(columns @ fit - second.ravel()) < 1e-9
assert np.linalg.norm(fit[1:]) > 1e-3      # it splits, not only shifts
assert abs(np.trace(P @ F4 @ Q @ F6 @ P)) < 1e-9
for k, field, size in ((4, F4, size4), (6, F6, size6)):
    trace = np.trace(P @ field @ Q @ field @ P).real
    assert abs(trace - size * reduced_sq[k, 5, 7] / (2 * k + 1)) < 1e-8

# Octahedral field built from six equal ligands on the axes
ligands = [(1.0, 0.0), (-1.0, 0.0)] + [(0.0, n * pi / 2) for n in range(4)]


def ligand_sum(k, q):
    return sum(np.conj(harmonic(k, q, x, phi)) for x, phi in ligands)


assert all(abs(ligand_sum(2, q)) < 1e-12 for q in range(-2, 3))
assert abs(ligand_sum(4, 4) / ligand_sum(4, 0) - sqrt(5 / 14)) < 1e-12
assert abs(ligand_sum(6, 4) / ligand_sum(6, 0) + sqrt(7 / 2)) < 1e-12
O_orb = {k: sum(ligand_sum(k, q) / ligand_sum(k, 0) * C_orb[k, q]
                for q in range(-k, k + 1)) for k in (4, 6)}
O = {k: np.kron(O_orb[k], np.eye(2)) for k in (4, 6)}

# Rough typical parameters for an octahedral chlorocerate(III) unit
B4, B6, zeta = 2000.0, 250.0, 620.0
gap = 3.5 * zeta


def hamiltonian(b4, b6, z):
    return z * (LS + 2 * one) + b4 * O[4] + b6 * O[6]


def couplings(b4, b6):
    return (sqrt(3) * (-20 * b4 / 231 + 40 * b6 / 143),
            sqrt(5) * (4 * b4 / 77 + 20 * b6 / 143))


def closed_levels(b4, b6, separation):
    """Lower/upper Gamma7, lower/upper Gamma8, and Gamma6."""
    v7, v8 = couplings(b4, b6)
    blocks = ((-4 * b4 / 21, separation - 18 * b4 / 77 + 20 * b6 / 143, v7),
              (2 * b4 / 21, separation + 2 * b4 / 77 - 80 * b6 / 429, v8))
    result = []
    for low, high, v in blocks:
        root = sqrt(((high - low) / 2) ** 2 + v * v)
        result += [(low + high) / 2 - root, (low + high) / 2 + root]
    return result + [separation + 2 * b4 / 11 + 100 * b6 / 429]


for b4, b6, z in ((B4, B6, zeta), (900, -700, 500), (-1500, 400, 650),
                  (0, 800, 300)):
    exact = np.linalg.eigvalsh(hamiltonian(b4, b6, z))
    formula = np.sort(np.repeat(closed_levels(b4, b6, 3.5 * z), [2, 2, 4, 4, 2]))
    assert np.allclose(exact, formula, atol=1e-7)

# Orbital energies and the orbital weights in the pure J=5/2 states
orb_e, orb_v = np.linalg.eigh(B4 * O_orb[4] + B6 * O_orb[6])
e_a2 = -4 * B4 / 11 + 80 * B6 / 143
e_t2 = -2 * B4 / 33 - 60 * B6 / 143
e_t1 = 2 * B4 / 11 + 100 * B6 / 429
assert np.allclose(orb_e, [e_a2] + [e_t2] * 3 + [e_t1] * 3)
P_a2 = np.kron(orb_v[:, :1] @ orb_v[:, :1].conj().T, np.eye(2))
P_t1 = np.kron(orb_v[:, 4:] @ orb_v[:, 4:].conj().T, np.eye(2))
_, pure = np.linalg.eigh(P @ O[4] @ P * B4 + 1e5 * Q)
weight_a2 = np.trace(pure[:, :2].conj().T @ P_a2 @ pure[:, :2]).real / 2
weight_t1 = np.trace(pure[:, 2:6].conj().T @ P_t1 @ pure[:, 2:6]).real / 4
assert abs(weight_a2 - 3 / 7) < 1e-10 and abs(weight_t1 - 9 / 14) < 1e-10


def split(matrix):
    """Mean of the upper four minus mean of the lower two J=5/2-like levels."""
    e = np.linalg.eigvalsh(matrix)
    return e[2:6].mean() - e[:2].mean()


H = hamiltonian(B4, B6, zeta)
energy, vector = np.linalg.eigh(H)
E7, E8 = energy[:2].mean(), energy[2:6].mean()
bare = np.linalg.eigvalsh(hamiltonian(B4, 0, zeta))
split_full, split_no6 = E8 - E7, split(hamiltonian(B4, 0, zeta))
split_minus = split(hamiltonian(B4, -B6, zeta))
split_only6 = split(hamiltonian(0, B6, zeta))
effect = split_full - split_no6

# Causal controls: delete the inter-J blocks, or put B6 only there
V = B4 * O[4] + B6 * O[6]
H_spin = zeta * (LS + 2 * one)
split_isolated = split(H_spin + P @ V @ P + Q @ V @ Q)
for test_b6 in (-600.0, 0.0, 600.0):
    U = B4 * O[4] + test_b6 * O[6]
    isolated = np.linalg.eigvalsh(H_spin + P @ U @ P + Q @ U @ Q)[:6]
    assert np.allclose(isolated, [-4 * B4 / 21] * 2 + [2 * B4 / 21] * 4)
split_offdiag = split(hamiltonian(B4, 0, zeta)
                      + B6 * (P @ O[6] @ Q + Q @ O[6] @ P))
assert abs(split_offdiag - split_full) < 0.5 * abs(effect)

# Second-order splitting; its coefficients tested in the large-gap limit
term44 = 160 / 17787 * B4 ** 2 / gap
term46 = -2400 / 11011 * B4 * B6 / gap
term66 = 2800 / 20449 * B6 ** 2 / gap
split_second = 2 * B4 / 7 + term44 + term46 + term66
for b4, b6 in ((B4, 0.0), (B4, B6), (B4, -B6), (0.0, 1000.0)):
    big = 1000 * zeta
    numeric = (split(hamiltonian(b4, b6, big)) - 2 * b4 / 7) * 3.5 * big
    expected = (160 / 17787 * b4 ** 2 - 2400 / 11011 * b4 * b6
                + 2800 / 20449 * b6 ** 2)
    assert abs(numeric / expected - 1) < 5e-3   # next order in field/gap
mean_second = -sum(b * b * s * reduced_sq[k, 5, 7] / (6 * (2 * k + 1) * gap)
                   for k, b, s in ((4, B4, 12 / 7), (6, B6, 8.0)))
v7, v8 = couplings(B4, B6)
assert abs(mean_second + (2 * v7 ** 2 + 4 * v8 ** 2) / (6 * gap)) < 1e-8

# Admixture of J=7/2 and the rank-6 moment that it creates
admix, moment = [], []
for part in (slice(0, 2), slice(2, 6)):
    states = vector[:, part]
    count = states.shape[1]
    admix.append(np.trace(states.conj().T @ Q @ states).real / count)
    moment.append(np.trace(states.conj().T @ O[6] @ states).real / count)
up = np.linalg.eigvalsh(hamiltonian(B4, B6 + 0.1, zeta))
down = np.linalg.eigvalsh(hamiltonian(B4, B6 - 0.1, zeta))
slope = (up - down) / 0.2
assert np.allclose(slope[:6], [moment[0]] * 2 + [moment[1]] * 4, atol=1e-5)

# Neglected effects, with assumed rough inputs
reduction = 0.02
K = one - reduction * P_t1
split_cov = split(zeta * (K @ LS @ K + 2 * one) + V)
B20 = 100.0
distorted = np.linalg.eigvalsh(H + B20 * C[2, 0])
quartet_split = distorted[4:6].mean() - distorted[2:4].mean()
quantum = 280.0


def vibronic_split(levels):
    ladder = np.diag(np.sqrt(np.arange(1.0, levels)), 1)
    full = (np.kron(H, np.eye(levels))
            + quantum * np.kron(one, np.diag(np.arange(levels)))
            + B20 * np.kron(C[2, 0], ladder + ladder.T))
    e, u = np.linalg.eigh(full)
    vacuum = np.eye(levels)[:, :1]
    quartet = np.kron(vector[:, 2:6], vacuum)
    overlap = np.sum(abs(quartet.conj().T @ u) ** 2, axis=0)
    best = np.argsort(overlap)[-4:]
    assert overlap[best].min() > 0.5
    return e[best].mean() - e[:2].mean()


split_vib = vibronic_split(12)
assert abs(split_vib - vibronic_split(9)) < 0.01
kT = const.k * 300 / (const.h * const.c * 100)
boltz = 2 * np.exp(-split_full / kT)
to_meV = const.h * const.c * 100 / const.e * 1000

print("INPUTS (rough typical values, octahedral CeCl6 3-)")
print(f"B4 = {B4:.0f}, B6 = {B6:.0f}, zeta = {zeta:.0f} cm^-1")
print(f"gap between J levels 7*zeta/2 = {gap:.0f} cm^-1")
print("SQUARED REDUCED ELEMENTS: (5/2,5/2) (5/2,7/2) (7/2,7/2)")
for k in (2, 4, 6):
    print(f"rank {k}: " + "  ".join(f"{reduced_sq[k, a, b]:.5f}"
                                   for a, b in ((5, 5), (5, 7), (7, 7))))
print("<C60> of f orbitals m=0,1,2,3:",
      " ".join(f"{c:.5f}" for c in c60[3:]))
print("J=5/2 states: mJ, weights (down, up), C60 parts")
for mj, wd, wu, pd, pu in cancellation:
    print(f"{mj:.1f}: {wd:.5f} {wu:.5f}; {pd:+.5f} {pu:+.5f}")
print("OCTAHEDRAL EXAMPLE")
print(f"orbital a2, t2, t1: {e_a2:.1f}, {e_t2:.1f}, {e_t1:.1f} cm^-1")
print(f"a2 weight in Gamma7(5/2) = {weight_a2:.5f}")
print(f"t1 weight in Gamma8(5/2) = {weight_t1:.5f}")
w7, w8 = couplings(B4, 0)
print(f"v7, v8 without B6: {w7:.1f}, {w8:.1f} cm^-1")
print(f"v7, v8 with B6: {v7:.1f}, {v8:.1f} cm^-1")
print(f"isolated Gamma7, Gamma8: {-4*B4/21:.1f}, {2*B4/21:.1f} cm^-1")
print(f"mixed, B6=0: {bare[:2].mean():.1f}, {bare[2:6].mean():.1f} cm^-1")
print(f"mixed, with B6: {E7:.1f}, {E8:.1f} cm^-1")
print(f"shift by B6, Gamma7: {E7-bare[:2].mean():+.1f} cm^-1")
print(f"shift by B6, Gamma8: {E8-bare[2:6].mean():+.1f} cm^-1")
upper = closed_levels(B4, B6, gap)
print(f"J=7/2-like Gamma7, Gamma8, Gamma6: {upper[1]:.1f}, "
      f"{upper[3]:.1f}, {upper[4]:.1f} cm^-1")
print(f"J=7/2 admixture Gamma7, Gamma8: {100*admix[0]:.2f}, "
      f"{100*admix[1]:.2f} %")
print(f"dE/dB6 Gamma7, Gamma8: {moment[0]:+.4f}, {moment[1]:+.4f}")
print("SPLITTING Gamma8 - Gamma7")
print(f"isolated J=5/2: {split_isolated:.1f} cm^-1")
print(f"mixed, B6=0: {split_no6:.1f} cm^-1 = {split_no6*to_meV:.2f} meV")
print(f"mixed, with B6: {split_full:.1f} cm^-1 = {split_full*to_meV:.2f} meV")
print(f"effect of B6: {effect:+.1f} cm^-1 = {effect*to_meV:+.2f} meV")
print(f"B6 only in inter-J blocks: {split_offdiag:.1f} cm^-1")
print(f"B6 sign reversed: {split_minus:.1f} cm^-1")
print(f"B6 alone (B4=0): {split_only6:.2f} cm^-1")
print(f"second-order terms B4^2, B4*B6, B6^2: {term44:+.1f}, "
      f"{term46:+.1f}, {term66:+.1f} cm^-1")
print(f"second-order splitting: {split_second:.1f} cm^-1")
print(f"mean shift, second order: {mean_second:.1f} cm^-1")
print(f"mean shift, full: {energy[:6].mean():.1f} cm^-1")
print("NEGLECTED EFFECTS (assumed rough inputs)")
print(f"t1 orbital reduction {100*reduction:.0f} %: splitting changes "
      f"{split_cov-split_full:+.1f} cm^-1")
print(f"static B20 = {B20:.0f} cm^-1: Gamma8 splits by "
      f"{quartet_split:.1f} cm^-1")
print(f"vibration {quantum:.0f} cm^-1, zero-point rms B20 {B20:.0f} cm^-1:")
print(f"  splitting changes {split_vib-split_full:+.2f} cm^-1")
print(f"kT at 300 K = {kT:.1f} cm^-1; Gamma8 population "
      f"{100*boltz/(1+boltz):.1f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (rough typical values, octahedral CeCl6 3-)
B4 = 2000, B6 = 250, zeta = 620 cm^-1
gap between J levels 7*zeta/2 = 2170 cm^-1
SQUARED REDUCED ELEMENTS: (5/2,5/2) (5/2,7/2) (7/2,7/2)
rank 2: 1.37143  0.22857  1.90476
rank 4: 0.57143  0.51948  0.93506
rank 6: 0.00000  1.39860  0.46620
<C60> of f orbitals m=0,1,2,3: 0.23310 -0.17483 0.06993 -0.01166
J=5/2 states: mJ, weights (down, up), C60 parts
2.5: 0.85714 0.14286; -0.00999 +0.00999
1.5: 0.71429 0.28571; +0.04995 -0.04995
0.5: 0.57143 0.42857; -0.09990 +0.09990
OCTAHEDRAL EXAMPLE
orbital a2, t2, t1: -587.4, -226.1, 421.9 cm^-1
a2 weight in Gamma7(5/2) = 0.42857
t1 weight in Gamma8(5/2) = 0.64286
v7, v8 without B6: -299.9, 232.3 cm^-1
v7, v8 with B6: -178.8, 310.5 cm^-1
isolated Gamma7, Gamma8: -381.0, 190.5 cm^-1
mixed, B6=0: -423.3, 164.2 cm^-1
mixed, with B6: -395.9, 143.0 cm^-1
shift by B6, Gamma7: +27.3 cm^-1
shift by B6, Gamma8: -21.2 cm^-1
J=7/2-like Gamma7, Gamma8, Gamma6: 1752.4, 2222.8, 2591.9 cm^-1
J=7/2 admixture Gamma7, Gamma8: 0.70, 2.28 %
dE/dB6 Gamma7, Gamma8: +0.0816, -0.0976
SPLITTING Gamma8 - Gamma7
isolated J=5/2: 571.4 cm^-1
mixed, B6=0: 587.5 cm^-1 = 72.84 meV
mixed, with B6: 539.0 cm^-1 = 66.82 meV
effect of B6: -48.5 cm^-1 = -6.02 meV
B6 only in inter-J blocks: 540.3 cm^-1
B6 sign reversed: 643.2 cm^-1
B6 alone (B4=0): 3.76 cm^-1
second-order terms B4^2, B4*B6, B6^2: +16.6, -50.2, +3.9 cm^-1
second-order splitting: 541.7 cm^-1
mean shift, second order: -34.5 cm^-1
mean shift, full: -36.6 cm^-1
NEGLECTED EFFECTS (assumed rough inputs)
t1 orbital reduction 2 %: splitting changes +29.8 cm^-1
static B20 = 100 cm^-1: Gamma8 splits by 42.8 cm^-1
vibration 280 cm^-1, zero-point rms B20 100 cm^-1:
  splitting changes -1.35 cm^-1
kT at 300 K = 208.5 cm^-1; Gamma8 population 13.1 %
ALL CHECKS PASSED
```
